# Series emission and diffusion velocities for electron injection into low-mobility dielectrics

To turn a measured leakage current into an injection barrier, one must choose the velocity that multiplies the carrier density at the barrier. Richardson's prefactor supplies a thermal emission velocity. If carriers leave the contact slowly, most emitted electrons return to the metal, and that choice assigns the missing current to a barrier that is too high. In the low-mobility example below the error is about 0.2 eV. The notes start from a sharp barrier in a uniform field, then admit any band profile, then the image force.

## 1. A sharp barrier in a uniform field

Let $x$ point from the metal into the film. Electron energies are measured from the metal Fermi level, and $F>0$ is the field magnitude, with the force on an electron along $+x$. Take

$$E_c(x)=\phi_B-qFx .$$

The barrier top is at $x=0$. In equilibrium with the metal, the nondegenerate density there is

$$n_0=N_c e^{-\phi_B/kT},\qquad N_c=2\left(\frac{mkT}{2\pi\hbar^2}\right)^{3/2}.$$

The one-way flux in a Maxwellian gas of this density is

$$n_0\sqrt{\frac{m}{2\pi kT}}\int_0^\infty v\,e^{-mv^2/2kT}\,dv=n_0v_R,\qquad v_R=\sqrt{\frac{kT}{2\pi m}},$$

because the integral equals $kT/m$. Multiplying out,

$$N_cv_R=\frac{m(kT)^2}{2\pi^2\hbar^3},$$

so $qN_cv_R$ is Richardson's prefactor for mass $m$.

Electrons also return. Write the returning flux as $v_Rn_m$, which defines $n_m$; section 3 gives its meaning. The net flux is

$$\Gamma=v_R(n_0-n_m). \tag{1}$$

Suppose the film then removes carriers at the drift flux $\Gamma=\mu Fn_m$. Substituting $n_m=\Gamma/(\mu F)$ in (1) gives $\Gamma(1/v_R+1/\mu F)=n_0$, hence

$$\Gamma=n_0\frac{v_R\,\mu F}{v_R+\mu F}.$$

For $\mu F\gg v_R$ the contact sets the current. For $\mu F\ll v_R$ we get $\Gamma\to n_0\mu F$: the contact region stays near equilibrium and the film sets the current. Reciprocal velocities add because the same flux crosses both stages, each with its own drop in density.

## 2. Any band profile

Now let the barrier top be at $x_m$, let the film end at $L$, and redefine $n_0=N_ce^{-E_c(x_m)/kT}$. Assume for now that the stretch between the metal and the top offers no resistance; section 4 shows what changes when it does. With

$$u(x)=\frac{E_c(x)-E_c(x_m)}{kT}$$

and the Einstein relation $D=\mu kT/q$, drift and diffusion combine as

$$\Gamma=-D\frac{dn}{dx}-\frac{\mu n}{q}\frac{dE_c}{dx}
=-D\left(\frac{dn}{dx}+n\frac{du}{dx}\right)
=-De^{-u}\frac{d}{dx}\left(ne^u\right).$$

In steady state, without generation or recombination, $\Gamma$ is constant. Multiply by $e^u/D$ and integrate, using $u(x_m)=0$ and taking the density at the top to be $n_m$, an identification that section 3 re-examines:

$$\frac{\Gamma}{D}\int_{x_m}^{L}e^{u}\,dx=n_m-n(L)e^{u(L)}.$$

Let the anode hold the carriers at $L$ at its own Fermi level, $-qV$. Then $n(L)=N_ce^{[-qV-E_c(L)]/kT}$, and multiplying by $e^{u(L)}$ replaces $E_c(L)$ by $E_c(x_m)$:

$$n(L)e^{u(L)}=n_0e^{-qV/kT}.$$

Therefore

$$\Gamma=v_D\left(n_m-n_0e^{-qV/kT}\right),\qquad
v_D=\frac{D}{\int_{x_m}^{L}e^{u}\,dx}. \tag{2}$$

Divide (1) by $v_R$ and (2) by $v_D$, then add. The unknown $n_m$ cancels:

$$\boxed{\Gamma=n_0\frac{v_Rv_D}{v_R+v_D}\left(1-e^{-qV/kT}\right)} \tag{3}$$

Putting this back into (1) gives

$$\frac{n_m}{n_0}=\frac{v_R+v_De^{-qV/kT}}{v_R+v_D}.$$

**Limit: the sharp barrier again.** For $u=-qFx/kT$,

$$\int_0^Le^u\,dx=\frac{kT}{qF}\left(1-e^{-qFL/kT}\right),\qquad
v_D=\frac{\mu F}{1-e^{-qFL/kT}}.$$

A thick film returns $v_D=\mu F$. As $F\to0$, $v_D\to D/L$, ordinary diffusion across the film. With identical contacts $V=FL$, so the factor $1-e^{-qV/kT}$ cancels when $v_D\ll v_R$, and $\Gamma=n_0\mu F$ at any bias.

**Finite collection at the anode.** If the anode collects with velocity $v_C$, then $\Gamma=v_C[n(L)-n_{eq}(L)]$. Multiplying by $e^{u(L)}/v_C$ and adding it to the chain puts a third term, $e^{u(L)}/v_C$, into $1/v_{inj}$. It is exponentially small when the band falls by many $kT$.

**Numerical test.** Equation (3) was compared with a steady hopping master equation on an image-rounded barrier of lowering $2kT$, between $x_m$ and $6x_m$, with $qV/kT=1.5$. For entry velocities of 0.05, 0.7 and 20 in units of $D/x_m$, the fluxes agreed within 0.1% of the law.

## 3. What the returning density means

A drifting gas at the contact is not a symmetric Maxwellian, so (1) needs a justification. Consider forward and backward fluxes $J_+$ and $J_-$, with $\Gamma=J_+-J_-$. Let forward carriers be turned back at rate $1/\lambda$ per unit length. On a downhill band ($u'<0$), backward carriers are turned forward at the larger rate $1/\lambda-u'$. Then

$$\frac{dJ_-}{dx}=-\frac{J_+}{\lambda}+\left(\frac1\lambda-u'\right)J_-=-\frac{\Gamma}{\lambda}-u'J_- .$$

The extra rate is fixed by equilibrium: with $\Gamma=0$ the solution is $J_-\propto e^{-u}$, the Boltzmann profile.

To identify $D$, set $u'=0$. Each stream moves at speed $2v_R$, so that in equilibrium half the density carries a flux $v_Rn$. Thus $n=(J_++J_-)/(2v_R)=(2J_-+\Gamma)/(2v_R)$, and $dn/dx=-\Gamma/(v_R\lambda)$. Hence $D=v_R\lambda$.

Multiplying the backward equation by $e^u$ gives $d(J_-e^u)/dx=-\Gamma e^u/\lambda$. The contacts supply $J_+(x_m)=v_Rn_0$ and $J_-(L)e^{u(L)}=v_Rn_0e^{-qV/kT}$. Integrating,

$$J_-(x_m)=\frac{\Gamma}{\lambda}\int_{x_m}^Le^u\,dx+v_Rn_0e^{-qV/kT}
=\Gamma\frac{v_R}{v_D}+v_Rn_0e^{-qV/kT}.$$

Subtracting this from $J_+(x_m)$ reproduces (3). In this model $n_m=J_-(x_m)/v_R$ labels the returning stream, while the actual density at the top is $(n_0+n_m)/2$.

A full velocity distribution does not obey two-stream equations. To size the difference, carriers were emitted in one dimension into a uniform force, with exponentially distributed free times and velocities redrawn from a Maxwellian at each collision. A carrier was lost if it came back to the contact. The law predicts an escape probability $v_D/(v_R+v_D)$:

- For $v_D/v_R=0.125$, the simulation gives 0.118 and the law 0.111.
- For $v_D/v_R=1.00$, it gives 0.583 against 0.501.
- For $v_D/v_R=7.52$, it gives 0.940 against 0.883.

Relative to the law, the simulated values are higher by about 6%, 16% and 7%, the first with a sampling uncertainty of about one percentage point. For this collision model the series formula is therefore an interpolation, loosest of these three cases near the crossover. There the discrepancy amounts to about $0.15\,kT$ in an inferred barrier.

## 4. Adding the image force

An electron at distance $x$ from a metal plane is attracted by its image at distance $2x$, with force $q^2/(16\pi\varepsilon x^2)$. Integrating from infinity gives

$$E_c=\phi_B-qFx-\frac{q^2}{16\pi\varepsilon x}.$$

Setting $dE_c/dx=0$ gives

$$x_m=\sqrt{\frac{q}{16\pi\varepsilon F}} .$$

At this point the last two terms are equal, so the top is lowered by $\Delta\phi=2qFx_m$. Define $b=\Delta\phi/kT$ and $s=x/x_m$. Then

$$u=-\frac b2\left(s+\frac1s-2\right).$$

For a thick film the upper limit may be taken to infinity. With $s=e^t$, $ds=(\cosh t+\sinh t)\,dt$ and $s+1/s=2\cosh t$,

$$\int_1^\infty e^{u}\,ds=e^b\int_0^\infty(\cosh t+\sinh t)e^{-b\cosh t}\,dt
=e^b\left[K_1(b)+\frac{e^{-b}}b\right].$$

The first part is the integral representation of the modified Bessel function $K_1$; the second is elementary, since $\sinh t\,dt=d(\cosh t)$. Also $D/x_m=\mu kT/(qx_m)=2\mu F/b$. Therefore

$$v_D=\frac{\mu F}{G(b)},\qquad G(b)=\frac12+\frac b2e^bK_1(b). \tag{4}$$

**Limits.** As $b\to0$, $bK_1(b)\to1$, so $G\to1$ and the sharp barrier returns. For large $b$, $K_1\simeq\sqrt{\pi/2b}\,e^{-b}$, so $G\simeq\sqrt{\pi b/8}+1/2$. The image force rounds the top, leaving a wider region within $kT$ of it and hence a smaller diffusion velocity at fixed $\mu F$. Direct quadrature at $b=0.05$, 0.5, 2 and 8 agreed with (4) to within one part in $10^6$.

**The stretch inside the top.** Equation (4) counts no resistance between the metal and $x_m$. That suits a mean free path $D/v_R$ well above $x_m$. Since $v_R/v_D=(x_mv_R/D)(2G/b)$, so long a path leaves the current emission limited unless $b$ is small. For $b$ of order one or more, the diffusion limit therefore calls for the factor $G_0$ derived next, here and in the slope formulas of section 5. When the path is far below $x_m$, carriers diffuse there too, and the integral must start at the metal. The added stretch $0<s<1$ corresponds to $t<0$. Replacing $t$ by $-t$ reverses the sign of $\sinh t$, so this stretch contributes $e^b[K_1(b)-e^{-b}/b]$. The whole integral is then $2e^bK_1(b)$, and $G$ is replaced by

$$G_0=b\,e^bK_1(b)=2G-1 .$$

The entry term at the metal vanishes because $e^u\to0$ there, so in this limit $v_{inj}=\mu F/G_0$. For large $b$ this is half the value from (4).

Equality of the two velocities defines a crossover mobility

$$\mu_c=\frac{v_RG}{F}.$$

## 5. How the diffusion limit shows itself

**Barrier from one temperature.** Suppose $\Delta\phi$ is known and the current is read with velocity $v_R$ although the true one is $v_{inj}$. Equating $v_Re^{-\phi_{app}/kT}$ to $v_{inj}e^{-\phi_B/kT}$ gives

$$\phi_{app}-\phi_B=kT\ln\frac{v_R}{v_{inj}}=kT\ln\left(1+\frac{v_R}{v_D}\right).$$

**Slope with field.** Emission theory plots $\ln J$ against $\sqrt F$ and takes the permittivity from the slope. Let $\mu$ be independent of field and $qV\gg kT$. Since $b\propto\sqrt F$, $db/d\ln F=b/2$, and (4) gives

$$\frac{d\ln v_D}{d\ln F}=1-\frac b2\frac{G'}G,\qquad
G'=\frac{be^b}{2}\left[K_1(b)-K_0(b)\right].$$

The derivative uses $(bK_1)'=-bK_0$. Differentiating $1/v_{inj}=1/v_R+1/v_D$ multiplies the logarithmic slope by $v_{inj}/v_D$:

$$s_F\equiv\frac{d\ln v_{inj}}{d\ln F}=\frac{v_R}{v_R+v_D}\left(1-\frac b2\frac{G'}G\right).$$

Because $\ln J=\text{constant}+b+\ln v_{inj}$ and $d\ln F=2\,d\sqrt F/\sqrt F$,

$$\frac{d\ln J}{d\sqrt F}=\frac{b+2s_F}{\sqrt F}.$$

Pure emission would give $b/\sqrt F$, with $b\propto\varepsilon_r^{-1/2}$. The fitted permittivity is therefore

$$\varepsilon_{app}=\frac{\varepsilon_r}{(1+2s_F/b)^2}. \tag{5}$$

It lies below the true value whenever $s_F>0$. A value below one cannot be the static permittivity of the film, or its electronic permittivity well below the band gap, so it signals that pure emission in the assumed field is not the whole account. It does not prove diffusion, since tunnelling, a field-dependent mobility or a local field above the assumed one also changes the slope.

## 6. Which mobility belongs in the formula

Let free carriers be captured at rate $c$ and released at rate $r$. In steady state $cn=rn_t$, so trapping adds no net source to the free-carrier equation. At fixed band profile $\Gamma$ is unchanged, while the total density becomes $n(1+c/r)$. The transit time, stored charge divided by current, grows by the same factor.

In the master equation with $c/r=9$, the transit time rose by a factor 10.000 and the flux ratio was 1.000000. A transit mobility reduced by traps must therefore not be paired with the free-band $N_c$, which would count the trapping loss in $\mu$ but omit the trapped carriers from the density. The free mobility goes with the free density.

## 7. A low-k film in numbers

Take round values: $L=100$ nm, $F=0.10$ MV/cm, $V=1.00$ V, $T=373$ K, $\varepsilon_r=2.7$, $m=0.50\,m_e$, $\phi_B=1.00$ eV and $\mu=0.1$ cm²/Vs. Then $kT=0.0321$ eV and $x_m=3.65$ nm. The lowering is

$$\Delta\phi=2(0.0100\ \text{eV/nm})(3.65\ \text{nm})=0.073\ \text{eV},$$

so $b=2.27$ and $G=1.58$. The diffusive dwell time $x_m^2/D=4\times10^{-11}$ s is long beside lattice vibrations, roughly $10^{-13}$ s, which is why the static permittivity enters the image force.

The two velocities are

$$v_R=4.24\times10^6\ \text{cm/s},\qquad
v_D=\frac{1.00\times10^4}{1.584}=6.31\times10^3\ \text{cm/s}.$$

Their ratio is 672, and $v_{inj}=6.30\times10^3$ cm/s. With $n_0=3.67\times10^6$ cm⁻³,

$$J=qn_0v_{inj}=3.7\times10^{-9}\ \text{A/cm}^2,$$

whereas emission alone would give $2.5\times10^{-6}$ A/cm². The anode term is negligible: the band falls by about $(1.00-0.07)/0.032\approx29\,kT$ beyond the top.

The crossover mobility from (4) is 67 cm²/Vs. There $D/v_R$ is 5.1 nm, comparable with $x_m$, so neither $G$ nor $G_0$ is exact; $G_0$ would give 92 cm²/Vs. With the other inputs fixed, the series law at $\mu=100$ cm²/Vs gives $v_{inj}=2.5\times10^6$ cm/s, with both stages contributing. This figure is only approximate: it lies near the crossover, where section 3 found the law loosest, and $x_m^2/D$ is then only $4\times10^{-14}$ s, too short to take the static permittivity for granted. The drift velocity $\mu F=10^7$ cm/s is also close to the thermal speed $\sqrt{kT/m}$, so carrier heating may matter. At 1 cm²/Vs it is $6.2\times10^4$ cm/s, already close to $v_D$, and at 0.001 cm²/Vs it is 63 cm/s.

The one-temperature barrier error is $0.0321\ln(673)=0.21$ eV. The field slope is $s_F=0.868$, so (5) gives

$$\varepsilon_{app}=\frac{2.7}{(1+1.736/2.272)^2}=0.87 .$$

A finite-difference slope of the current, with $v_D$ from quadrature, gives the same value. That $s_F$ and $\varepsilon_{app}$ agree in their printed digits is a coincidence of these inputs.

These figures place the emission at the barrier top. Yet $D/v_R$ is only 0.008 nm, against $x_m=3.65$ nm, so the stretch inside the top resists as well. With $G_0=2.17$ in place of $G$, the injection velocity is $4.6\times10^3$ cm/s and the current $2.7\times10^{-9}$ A/cm², both 27% lower. The barrier error becomes 0.22 eV and the apparent permittivity 0.92. The reading is unchanged: the film limits the current, and the apparent permittivity is below one.

## 8. Where the example stops being reliable

**Tunnelling.** A nonlocal WKB model was coupled to the diffusion equation: electrons tunnel to their outer turning point and may tunnel back. It raises the current by a factor 2.1 at 0.1 MV/cm and 60 at 1 MV/cm, relative to (3). A rough estimate shows why so weak a channel matters. An electron landing at depth $\epsilon$ below the top has bypassed the part of the diffusion integral where $e^u$ is largest. Tunnelling with exponent $S$ then competes with $v_D$, not $v_R$. The supply of electrons at that depth is also larger by $e^{\epsilon/kT}$, so the channel can matter while $v_Re^{\epsilon/kT-S}$ is at least comparable with $v_D$, that is, up to about $S-\epsilon/kT\sim\ln(v_R/v_D)$, which is 6.5 at the lower field. In this model (3) is a fair order of magnitude at the lower field and fails at the higher one. The model assumes that electrons tunnel over nanometres without scattering, which the very short formal mean free path makes doubtful, so the two factors indicate a sensitivity and are not predictions for a real film. They also use the static permittivity, which a fast tunnelling event need not see; with $\varepsilon_r=2.0$ the higher factor falls to about 48. Because the gain grows with field it steepens the plot as well, and in this model the apparent permittivity at 0.1 MV/cm drops from 0.87 to about 0.55.

**Hopping.** The formal mean free path $D/v_R$ is 0.008 nm, below any atomic spacing, so band motion with this mobility is not a consistent microscopic picture. If the entry step at the top is a hop between sites $a=0.50$ nm apart, its velocity is $D/a=6.4\times10^4$ cm/s, and the series law gives $5.7\times10^3$ cm/s, 9% lower. Hops that start at the metal must also cross the stretch inside the top, which brings the velocity close to the $4.6\times10^3$ cm/s found in section 7. The density is far less certain: one state per $a^3$, all at the band-edge energy, would replace $N_c$ by a value 650 times larger. That this is close to the factor 673 between diffusion and emission is an accident of the inputs, but an uncertainty of such a size means that the current at one temperature and field cannot by itself identify the mechanism.

**Space charge.** Equation (3) puts the free density in the bulk at $2.3\times10^6$ cm⁻³. Uniform trapped charge would change the field by 10% across the film when trapped carriers outnumber free ones by $6\times10^8$, that is, at about $1.5\times10^{15}$ cm⁻³. For trapped electrons at fixed voltage, the field at the contact is then 5% below the mean. Since $d\ln J/d\ln F=b/2+s_F\approx2$, the current falls by about a tenth. At higher trapped densities the correction grows, and the field should be solved together with the charge.

**Relation to real films.** The thickness, permittivity and field are in the rough range of organosilicate interconnect insulation. The mobility is uncertain and may be much lower; in the diffusion limit $J$ then falls in proportion. The 1.0 eV barrier is an assumed value, well below the offset of roughly 3 eV or more expected for a clean silica-like conduction band. A barrier that low would have to be an effective one, for instance for entry through defect states. Such entry strains the assumption of a single band with density $N_c$, and the hopping estimate shows that this can move the current by nearly three decades. The velocity law remains useful for deciding which stage limits the flux; an absolute barrier also needs the receiving density and an assessment of tunnelling. The numerical output follows.

## Computed results

```
temperature                        373 K
field                              0.10 MV/cm
film thickness                     100 nm
applied voltage                    1.00 V
relative permittivity              2.7
zero-field barrier                 1.00 eV
effective mass                     0.50 m_e
mobility                           0.1 cm2/Vs
thermal energy kT                  0.03214 eV
diffusion coefficient              3.214e-03 cm2/s
length kT/(qF)                     3.214 nm
barrier-top position               3.651 nm
barrier lowering                   0.0730 eV
b = lowering/kT                    2.272
image-force factor G               1.584
dwell time x_m^2/D                 4.15e-11 s
band density N_c                   1.230e+19 cm^-3
density n0 at barrier top          3.674e+06 cm^-3
drift velocity mobility*field      1.000e+04 cm/s
emission velocity v_R              4.242e+06 cm/s
diffusion velocity v_D             6.312e+03 cm/s
injection velocity                 6.302e+03 cm/s
ratio v_R/v_D                      672.1
current density, series law        3.710e-09 A/cm2
current density, emission only     2.497e-06 A/cm2
crossover mobility                 67.2 cm2/Vs
mobility 100 cm2/Vs: v_D 6.312e+06, v_inj 2.537e+06 cm/s
mobility 1 cm2/Vs: v_D 6.312e+04, v_inj 6.219e+04 cm/s
mobility 0.1 cm2/Vs: v_D 6.312e+03, v_inj 6.302e+03 cm/s
mobility 0.001 cm2/Vs: v_D 6.312e+01, v_inj 6.312e+01 cm/s
barrier overstated by              0.209 eV
log-slope of v_inj with field      0.868
apparent permittivity (formula)    0.868
apparent permittivity (slope)      0.868
kinetic test v_D/v_R 0.125: escape 0.1176, law 0.1114
kinetic test v_D/v_R 1.003: escape 0.5832, law 0.5007
kinetic test v_D/v_R 7.520: escape 0.9400, law 0.8826
trap test: transit time ratio      10.000
trap test: flux ratio              1.000000
tunnelling gain at 0.1 MV/cm       2.13
tunnelling gain at 1 MV/cm         60.2
formal mean free path D/v_R        7.58e-03 nm
assumed hopping-site spacing       0.50 nm
hopping entry velocity D/a         6.429e+04 cm/s
injection velocity with hopping    5.747e+03 cm/s
site density a^-3 over N_c         650.4
free density in the bulk           2.316e+06 cm^-3
trapped/free for 10% field change  6.44e+08
```
